# Diamagnetic susceptibility of the Thomas-Fermi atom and the noble gases

## Problem

A neutral atom of nuclear charge $Ze$ is described by the Thomas-Fermi model: non-relativistic electrons, no exchange, a fixed point nucleus.

(a) Find how its molar diamagnetic susceptibility depends on $Z$.

(b) Evaluate the numerical constant.

(c) Compare the result with neon, argon, krypton and xenon, whose measured susceptibilities are roughly $-7$, $-19$, $-29$ and $-45$ in units of $10^{-6}\ \mathrm{cm^3/mol}$, and account for what the comparison shows.

Susceptibilities are given in the Gaussian molar unit $10^{-6}\ \mathrm{cm^3/mol}$. The SI value follows on multiplying by $4\pi$ and converting $\mathrm{cm^3}$ to $\mathrm{m^3}$.

## Solution

### The susceptibility as a mean square radius

Let the electrons have charge $-e$ and mass $m$, and let the uniform field $B$ point along $z$, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ and the origin at the nucleus. For one electron

$$\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac{e}{m}\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m},$$

where $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ because $\nabla\cdot\mathbf A=0$. Since $\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12BL_z$ and $A^2=\tfrac14B^2(x^2+y^2)$, the field adds

$$\frac{eB}{2m}L_z+\frac{e^2B^2}{8m}(x^2+y^2),$$

together with a spin term proportional to $BS_z$.

A noble-gas atom has a ground state with total $L=0$ and $S=0$. The total $L_z$ and $S_z$ give zero when they act on it, so the linear terms contribute neither in first nor in second order, and there is no paramagnetic part. To order $B^2$ there remains the expectation value of the quadratic term. In a spherical atom $\langle x^2+y^2\rangle=\tfrac23\langle r^2\rangle$, so

$$\Delta E=\frac{e^2B^2}{8m}\cdot\frac23\sum\langle r^2\rangle=\frac{e^2B^2}{12m}\sum\langle r^2\rangle ,$$

with the sum over all electrons. The induced moment is $-d\Delta E/dB=-(e^2B/6m)\sum\langle r^2\rangle$. In a dilute gas $B\simeq\mu_0H$, and the molar susceptibility is

$$\chi=-\frac{\mu_0N_Ae^2}{6m}\sum\langle r^2\rangle .\tag{1}$$

With $\sum\langle r^2\rangle$ in units of $a_0^2$, the constants give

$$\chi=-0.79202\,\frac{\sum\langle r^2\rangle}{a_0^2}\times10^{-6}\ \mathrm{cm^3/mol}.\tag{2}$$

The Thomas-Fermi model enters through its density alone, which supplies $\sum\langle r^2\rangle=\int n\,r^2\,d^3r$. The magnetic response of a local electron gas is not added.

### The Thomas-Fermi density

From here on atomic units are used, with lengths in $a_0$. Let an electron have potential energy $-V(r)$. At each point the momentum states are filled up to $p_F$. With two spin states per cell $(2\pi)^3$,

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi p_F^3}{3}=\frac{p_F^3}{3\pi^2}.$$

The highest filled energy $p_F^2/2-V$ is the same everywhere; call it $\mu$. In a neutral atom $\mu=0$. If $\mu$ were negative, the density would end at a finite radius where $V=-\mu>0$, whereas outside a neutral spherical charge $V=0$. If $\mu$ were positive, the density would not vanish at infinity. Hence $p_F^2=2V$ and

$$n=\frac{(2V)^{3/2}}{3\pi^2}.$$

Poisson's equation for $r>0$ is $\nabla^2V=4\pi n$. Write $V=Z\phi/r$, where $\phi$ describes the screening of the nucleus. Then $\nabla^2V=r^{-1}d^2(rV)/dr^2=(Z/r)\,d^2\phi/dr^2$, and

$$\frac Zr\frac{d^2\phi}{dr^2}=\frac{4}{3\pi}\left(\frac{2Z\phi}{r}\right)^{3/2}
\quad\Longrightarrow\quad
\frac{d^2\phi}{dr^2}=\frac{2^{7/2}}{3\pi}Z^{1/2}\frac{\phi^{3/2}}{r^{1/2}} .$$

Now set $r=bx$. The left side becomes $\phi''/b^2$, with primes for $d/dx$, and the right side acquires a factor $b^{-1/2}$. All constants disappear if $b^{3/2}\,2^{7/2}Z^{1/2}/3\pi=1$, that is,

$$b^3=\frac{9\pi^2}{128\,Z},\qquad b=0.88534\,Z^{-1/3}.\tag{3}$$

What is left is the same equation for all $Z$:

$$\phi''=\frac{\phi^{3/2}}{x^{1/2}},\qquad \phi(0)=1,\quad\phi(\infty)=0.\tag{4}$$

The first condition says that the nucleus is unscreened at short distance, the second that the atom is neutral. There is one solution at most. The difference of two solutions vanishes at both ends, and wherever it is positive its second derivative is positive, so it cannot have a positive maximum. Exchanging the two solutions excludes a negative minimum.

The density follows from $n=\nabla^2V/4\pi=Z\phi''/(4\pi b^3x)$:

$$n=\frac{Z}{4\pi b^3}\left(\frac{\phi}{x}\right)^{3/2}.\tag{5}$$

### The power of $Z$

Insert (5) in the moment, with $r=bx$:

$$\sum\langle r^2\rangle=\int_0^\infty4\pi r^4n\,dr=\frac{Z}{b^3}\,b^5\int_0^\infty x^4\left(\frac\phi x\right)^{3/2}dx=Zb^2I,\qquad I=\int_0^\infty x^{5/2}\phi^{3/2}dx .$$

The number $I$ does not contain $Z$. By (3), $Zb^2=(9\pi^2/128)^{2/3}Z^{1/3}$, so that

$$\sum\langle r^2\rangle=C\,Z^{1/3},\qquad C=\left(\frac{9\pi^2}{128}\right)^{2/3}I .\tag{6}$$

This answers (a), provided $I$ converges: $\chi\propto -Z^{1/3}$. There are $Z$ electrons, and every length in the atom shrinks as $Z^{-1/3}$, so the sum of squared radii goes as $Z\cdot Z^{-2/3}$.

### Convergence, and the function $\phi$

The function $144/x^3$ satisfies the differential equation in (4): both sides equal $1728/x^5$. It is infinite at the origin, but it describes the tail. To see this, write $\phi=144\,w/x^3$ and $s=\ln x$. With $D=d/ds=x\,d/dx$ one has $x^2\phi''=D(D-1)\phi$, and moving $D$ past the factor $x^{-3}$ turns it into $D-3$. The left side of (4), times $x^2$, is therefore $144x^{-3}(D-3)(D-4)w$. The right side, times $x^2$, is $x^{3/2}\phi^{3/2}=1728\,x^{-3}w^{3/2}$. Hence

$$\frac{d^2w}{ds^2}-7\frac{dw}{ds}+12w=12w^{3/2}.\tag{7}$$

Near $w=1$ put $w=1+\delta$ and keep first order. Since $12w^{3/2}\simeq12+18\delta$, one finds $\delta''-7\delta'-6\delta=0$ (primes here for $d/ds$), with solutions $e^{qs}$ and $q=(7\pm\sqrt{73})/2$. The solution that approaches $w=1$ at large $x$ has $\delta\propto x^{-\lambda}$ with $\lambda=(\sqrt{73}-7)/2=0.772$.

This gives a stable numerical method. Start far out with $\delta=-10^{-5}$ and $d\delta/ds=+10^{-5}\lambda$, and integrate (7) inward by a Runge-Kutta method. The sign of $\delta$ is negative because a finite $\phi(0)$ requires $w\to0$ at the origin. The unwanted solution, with $q=(7+\sqrt{73})/2>0$, shrinks on the way in. Near the nucleus $y=\sqrt x$ is the better variable, because the equations $d\phi/dy=2y\phi'$ and $d\phi'/dy=2\phi^{3/2}$ contain no singular factor.

The result is a solution $\Phi$ with some finite value $\Phi(0)$. If $\Phi$ solves the differential equation, so does $\phi(x)=k^3\Phi(kx)$, since $\phi''=k^5\Phi^{3/2}(kx)^{-1/2}=k^{9/2}\Phi^{3/2}x^{-1/2}=\phi^{3/2}x^{-1/2}$. Choosing $k^3\Phi(0)=1$ gives the solution of (4). Its initial slope is $\phi'(0)=-1.58807$.

At large $x$ the integrand of $I$ tends to $x^{5/2}\cdot1728\,x^{-9/2}=1728/x^2$. The integral converges, but slowly.

### The constant

By (4), $x^{5/2}\phi^{3/2}=x^3\phi''$. Two integrations by parts give

$$I=\Big[x^3\phi'-3x^2\phi\Big]_0^\infty+6\int_0^\infty x\phi\,dx=6\int_0^\infty x\phi\,dx .$$

The bracket vanishes at the origin, and at large $x$ it behaves as $-432/x-432/x$, which also tends to zero. Quadrature of either form on a logarithmic grid, with the inverse-power tail beyond the last point added analytically, gives $I=55.166$. Then

$$C=(0.88534)^2\times55.166=43.24,$$

and (2) gives $0.79202\times43.24=34.25$. The answer to (b) is

$$\boxed{\chi_{\rm TF}=-34.2\,Z^{1/3}\times10^{-6}\ \mathrm{cm^3/mol}}$$

or $-4.30\times10^{-10}\,Z^{1/3}\ \mathrm{m^3/mol}$ in SI.

### Comparison with the noble gases

For neon $Z^{1/3}=2.154$ and $\chi_{\rm TF}=-34.25\times2.154=-73.8$. The other atoms follow in the same way. The table also gives the value of (1) with $\sum\langle r^2\rangle$ from non-relativistic restricted Hartree-Fock calculations, made in a large uncontracted Gaussian basis of s, p and d functions. All susceptibilities are in $10^{-6}\ \mathrm{cm^3/mol}$.

| Atom | $Z$ | Thomas-Fermi | Hartree-Fock | Measured, rough |
|---|---|---|---|---|
| Ne | 10 | −73.8 | −7.4 | −7 |
| Ar | 18 | −89.8 | −20.6 | −19 |
| Kr | 36 | −113.1 | −31.3 | −29 |
| Xe | 54 | −129.4 | −49.6 | −45 |

The estimate has the right sign, but its magnitude is too large by a factor of about ten for neon and three for xenon. The trend is wrong as well. From neon to xenon the model grows by $5.4^{1/3}=1.75$, the rough measured values by $45/7\simeq6.4$. Expressed as a power of $Z$ between these two atoms, the measured growth is $\ln6.4/\ln5.4\simeq1.1$ instead of $1/3$.

That power is no law either. The Hartree-Fock values correspond to powers of about 1.7 from Ne to Ar, 0.6 from Ar to Kr and 1.1 from Kr to Xe. The shell structure behind such irregularities is absent from the smooth density (5).

Hartree-Fock lies within about ten per cent of the rough measured values. Formula (1) is therefore not to blame for the large discrepancy; the Thomas-Fermi density is.

### Where the excess comes from

Insert the tail $\phi\simeq144/x^3$ in (5). With $Zb^3=9\pi^2/128$,

$$n\simeq\frac{1728\,Zb^3}{4\pi r^6}=\frac{243\pi}{8\,r^6}.$$

The tail falls as a power of $r$ and does not depend on $Z$. The density of a real atom falls exponentially, because an electron bound with energy $\varepsilon$ has a wave function that decays essentially as $e^{-\sqrt{2\varepsilon}\,r}$ outside the atom. In the neutral Thomas-Fermi atom the highest filled energy is zero, so there is no such decay length.

The model also signals its own failure there. A local Fermi momentum makes sense if the reduced wavelength $1/p_F$ changes little over its own length, which requires $|d(1/p_F)/dr|\ll1$. In the tail $p_F=(3\pi^2n)^{1/3}=9\pi/2r^2$, and the condition reads

$$\frac{4r}{9\pi}\ll1,\qquad\text{or}\qquad r\ll7\,a_0,$$

whatever the value of $Z$. The asymptotic tail therefore fails this test at distances of several $a_0$ and beyond. The noble gases have not yet reached the asymptotic form at a few $a_0$, so this limit of $7\,a_0$ does not apply to them directly; a comparison with Hartree-Fock is used below to show where the model goes wrong.

Split $\sum\langle r^2\rangle$ at the radius $R=3\,a_0$, chosen to separate the outskirts of the atom from its bulk, by radial quadrature of both densities. The values are in $a_0^2$. A denser and more diffuse basis lowers the outer Hartree-Fock values by up to $0.03$ (krypton from 8.76 to 8.73), so their last digit is uncertain; the Hartree-Fock susceptibilities tabulated above do not change in the digits shown.

| Atom | TF, $r<R$ | TF, $r>R$ | HF, $r<R$ | HF, $r>R$ |
|---|---|---|---|---|
| Ne | 11.2 | 82.0 | 9.0 | 0.4 |
| Ar | 17.7 | 95.7 | 21.6 | 4.5 |
| Kr | 29.4 | 113.4 | 30.8 | 8.8 |
| Xe | 39.0 | 124.5 | 43.8 | 18.9 |

The contributions from inside $R$ agree to within 25 per cent of the Hartree-Fock value. Those from outside do not: the model's is too large by a factor of about 7 for xenon and about 200 for neon. For neon the total excess of the model is $93.2-9.4=83.8$, of which $82.0-0.4=81.6$, or 97 per cent, lies outside. For the other three atoms the outer excess slightly exceeds the total one, because inside $R$ the model falls below Hartree-Fock. The 25 per cent depends on the choice of $R$: for neon the ratio of the inner contributions is 0.82 at $R=2\,a_0$ and 1.75 at $R=4\,a_0$. The outer share of the excess is less sensitive, and stays between 0.92 and 1.05 for all four atoms over this range.

Few electrons are involved. The neon model places 1.17 electrons beyond $3\,a_0$, where Hartree-Fock has 0.035. Those 1.17 electrons have a mean square radius of $82.0/1.17\simeq70\,a_0^2$, and the weight $r^2$ lets them dominate the sum.

### How large $Z$ would have to be

The outer part can be bounded. The solution of (7) that starts from $w=0$ and tends to 1 never exceeds 1: at a maximum with $w>1$ one would have $dw/ds=0$ and $d^2w/ds^2=12(w^{3/2}-w)>0$, which is impossible. Thus $\phi\le144/x^3$, and

$$\sum\langle r^2\rangle_{r>R}\le Zb^2\int_{R/b}^\infty\frac{1728}{x^2}\,dx=\frac{1728\,Zb^3}{R}=\frac{121.5\,\pi^2}{R}.\tag{8}$$

As $Z\to\infty$ at fixed $R$, the lower limit $R/b$ moves out into the tail and the outer part approaches this bound. It stays finite while the total grows as $Z^{1/3}$. Cutting the unphysical tail off at a fixed radius would therefore leave the leading power and the constant $C$ of the model unchanged.

For $R=3\,a_0$, however, the bound is $400\,a_0^2$, whereas the whole Thomas-Fermi moment of xenon is $163\,a_0^2$. For very large $Z$ the outer part is smaller than the leading term by a factor $Z^{-1/3}$, but with the coefficient $400/43.2\simeq9$. Numerically, half of $I$ comes from $x<32.6$. This point lies at $r=3\,a_0$ when

$$Z=\left(\frac{32.6\times0.88534}{3}\right)^3\simeq890 .$$

The noble gases are far below this value, which is a formal one: no such nucleus exists, and the non-relativistic model with a point nucleus ceases to describe atoms long before it. The law $\chi\propto-Z^{1/3}$ is thus a correct statement about the Thomas-Fermi atom, but at the nuclear charges of neon to xenon most of its constant comes from a region in which the model does not hold. The leverage of the tail depends on the weight. For these four atoms the region beyond $3\,a_0$ supplies 76 to 88 per cent of the model's $\sum\langle r^2\rangle$, 30 to 48 per cent of $\sum\langle r\rangle$, and less than 1 per cent of $\sum\langle 1/r\rangle$, which exceeds the Hartree-Fock value by only 15 to 24 per cent.
